# Why two hafnia switching paths can need opposite fields

**A polar hafnia crystal is switched from structure A to structure B. Can a field along \(+z\) drive one path between them while a field along \(-z\) drives another?**

The puzzle is that a field seems to favour one structure over the other, whatever the path. That would be right if each periodic structure had one definite polarization. What a circuit measures, however, is the charge that flows while the atoms move, and this depends on where the charged atoms went.

## Two routes to one arrangement

Take an idealised cell derived from fluorite, with edges \(a,b,c\) and volume \(\Omega=abc\). The Hf atoms are fixed on planes at heights \(0\) and \(c/2\). Four of the eight oxygens are polar. They form two columns along \(z\), with spacing \(L=c/2\). The other four, the spacer oxygens, stay still.

In A the polar oxygens sit a distance \(\delta\) above the midpoints between Hf planes, and in B the same distance below:
\[
\text{A}:\ \tfrac c4+\delta,\ \tfrac{3c}4+\delta;\qquad
\text{B}:\ \tfrac c4-\delta,\ \tfrac{3c}4-\delta,
\qquad 0<\delta<\tfrac c4 .
\]

On the *inside* path every polar oxygen moves down by \(2\delta\) within its own cage. On the *across* path every one moves up by \(c/2-2\delta\), through the next Hf plane. The across path gives
\[
\tfrac c4+\delta+\left(\tfrac c2-2\delta\right)=\tfrac{3c}4-\delta,\qquad
\tfrac{3c}4+\delta+\left(\tfrac c2-2\delta\right)=c+\tfrac c4-\delta .
\]
Heights that differ by \(c\) are equivalent, so these are the heights of B with the two atoms exchanged. Identical atoms carry no labels, and the periodic structure is the same.

The reflection \(z\to-z\) maps the Hf and spacer positions onto themselves, up to lattice translations, and turns A into B. The two structures therefore have equal energy at zero field, which leaves the field work to decide the direction.

Real polar hafnia also has transverse shifts and distorted spacer layers. The quantum rule derived below carries over to it if the two paths stay insulating and still end in the same periodic structure. Whether the two changes have opposite signs must then be calculated for the real paths.

## Why the polarization changes differ by quanta

The electron charge is \(-e\), and the lattice vectors are held fixed. For a finite sample the continuity equation gives
\[
\int J\,dV=\frac{d}{dt}\int z\rho\,dV ,
\]
so the current that flows during switching is the rate of change of the dipole. In an ordinary nonmagnetic insulator such as hafnia, the occupied states can be written as localised Wannier functions. Let core \(I\) have charge \(eZ_I\) and let each doubly occupied Wannier function have centre \(\mathbf r_n\). The change followed along a path is
\[
\Delta\mathbf P=\frac e\Omega\left(\sum_I Z_I\,\Delta\mathbf R_I-2\sum_n\Delta\mathbf r_n\right).
\]

Now compare two insulating paths with common ends. Each core finishes at equivalent sites on the two paths, so after relabelling the final positions differ by lattice vectors. The sum of the Wannier centres is likewise fixed by the final structure up to a lattice vector. Since the \(Z_I\) are integers, the difference is an integer combination of lattice vectors, which is itself a lattice vector \(\mathbf R\):
\[
\boxed{\Delta\mathbf P_2-\Delta\mathbf P_1=\frac{e\mathbf R}{\Omega}}
\]

In general the difference may be zero, one quantum or several. In hafnia the core charges are even and the electrons are paired, so the number of quanta is even. Along \(c\) the quantum is \(Q=ec/\Omega\). If \(\Delta P_2=\Delta P_1-nQ\) with \(n>0\), the signs are opposite when \(\Delta P_1>0\) and \(\Delta P_1-nQ<0\), that is, when
\[
0<\frac{\Delta P_1}{nQ}<1 .
\]

For the hafnia geometry, first give each oxygen its nominal charge \(-2e\). Then
\[
\Delta P_{\rm in}=\frac{4(-2e)(-2\delta)}\Omega=\frac{16e\delta}\Omega,
\]
\[
\Delta P_{\rm ac}=\frac{4(-2e)(c/2-2\delta)}\Omega
=\frac{16e\delta}\Omega-\frac{4ec}\Omega .
\]
Here \(n=4\) and \(\Delta P_{\rm in}/(4Q)=4\delta/c\), which lies between zero and one for every allowed \(\delta\). With these charges the signs are opposite.

If one column crosses and the other stays inside, the end is again B, but \(n=2\):
\[
\Delta P_{\rm mix}=\frac{16e\delta}\Omega-\frac{2ec}\Omega .
\]
This is negative only for \(\delta<c/8\). A difference of quanta therefore permits opposite signs without guaranteeing them.

## What covalency changes, and what it leaves alone

Oxygen in hafnia is not a rigid ion. To see the effect, consider one column with period \(L\), a cation at \(x=0\) and an oxygen at \(x=z\) in each period. One band holds two electrons per period. The oxygen core is neutral, so the oxygen with its electron pair has charge \(-2e\).

Let \(w(x)\) be the Wannier function of the band. The periodic part of the Bloch state is
\[
u_k(x)=\sum_R e^{-ik(x-R)}w(x-R).
\]
Differentiation gives
\[
i\partial_k u_k=\sum_R(x-R)e^{-ik(x-R)}w(x-R).
\]
In \(\langle u_k|i\partial_k u_k\rangle\), terms from different sites \(R\) and \(R'\) carry a factor \(e^{ik(R-R')}\) and vanish when averaged over the Brillouin zone. The equal-site terms join the integrals over single cells into one over all \(x\):
\[
\bar x=\int x|w|^2dx=\frac L{2\pi}\int_0^{2\pi/L}\langle u_k|i\partial_k u_k\rangle\,dk .
\]

On a fine grid, \(\langle u_k|u_{k+dk}\rangle\simeq1-i\,dk\,\langle u_k|i\partial_k u_k\rangle\). The phases add, so
\[
\bar x=-\frac L{2\pi}\,\mathrm{Im}\ln\prod_k\langle u_k|u_{k+dk}\rangle .
\]
The phase is defined up to \(2\pi\), and \(\bar x\) up to \(L\). One structure alone does not select a branch, but following \(\bar x\) continuously as the oxygen moves fixes its displacement.

The same displacement can be found without choosing a branch. Differentiate the integral with respect to \(z\) and integrate the term containing \(\partial_k\partial_z u_k\) by parts. The boundary terms cancel because \(u_{k+2\pi/L}=e^{-2\pi ix/L}u_k\). What remains is
\[
\frac{d\bar x}{dz}=\frac L{2\pi}\int_0^{2\pi/L} i\left[\langle\partial_zu_k|\partial_ku_k\rangle-\langle\partial_ku_k|\partial_zu_k\rangle\right]dk .
\]
The bracket is a number minus its complex conjugate, so
\[
\frac{d\bar x}{dz}=-\frac L\pi\int_0^{2\pi/L}\mathrm{Im}\,\langle\partial_zu_k|\partial_ku_k\rangle\,dk .
\]
First-order perturbation theory supplies the two derivatives by mixing in empty states, with energy differences in the denominators. If the gap closes, the formula loses its footing, and so does the quantum rule.

For numbers, take \(a=b=c=5\) Å and \(\delta=0.5\) Å. Then \(L=2.5\) Å, and the oxygen heights are \(1.75\) Å in A and \(0.75\) Å in B. The inside and across distances are \(1.0\) and \(1.5\) Å. The electrons feel Gaussian wells \(-D\exp[-(x-x_0)^2/(2\sigma^2)]\), with \(\sigma=0.5\) Å, \(D=25\) eV at oxygen and \(D=6\) eV at the cation. These are round model parameters, not a fit to hafnia. The model also places the cations on the oxygen's line, whereas in the cell above the Hf atoms stand beside the column, at least 1.77 Å from it. It therefore illustrates how charge is counted along a path, and its gaps and effective charges are not estimates for hafnia.

Diagonalisation in plane waves gives smallest gaps of 8.8 eV on the inside path and 10.9 eV on the across path, so both are insulating. The phase formula gives centre shifts of \(-1.1831\) and \(+1.3169\) Å, and integrating the response formula gives the same values. Dividing the dipole change \(-2e\,\Delta\bar x\) by the oxygen displacement yields the mean effective charges, in units of \(e\):
\[
Z_{\rm in}=\frac{-2(-1.1831)}{-1.0}=-2.366,\qquad
Z_{\rm ac}=\frac{-2(1.3169)}{1.5}=-1.756 .
\]

The departures from \(-2\) have a common origin. In A the pair is drawn towards the nearer cation, above it, and its centre lies a distance \(\eta\) above the oxygen. By reflection it lies \(\eta\) below the oxygen in B. The inside shift therefore has size \(2\delta+2\eta\), while the across shift is \(L-2\delta-2\eta\). The computed shifts give \(\eta=(1.1831-1.0)/2=0.092\) Å. When the sizes are added, \(\eta\) cancels:
\[
1.1831+1.3169=2.5000\ \text{Å}=L .
\]
In the cell with four polar oxygens, covalency adds the same amount, \(16e\eta/\Omega\), to both polarization changes, so their difference is unchanged.

The integer still depends on which atom carries the electrons. If the well depths are exchanged, the pair stays on the cation as the oxygen core moves from one cell to the next. The gap remains open, at 8.8 eV or more, but the charge pumped in the full cycle is zero. The two paths then have equal polarization changes, so the field work from A to B no longer has opposite signs on them. Geometry alone does not fix the number of quanta.

## The polarization changes in numbers

The quantum is
\[
Q=\frac{ec}{\Omega}=\frac e{25\ \text{Å}^2}=64.09\ \mu\text{C/cm}^2 .
\]
With nominal charges the changes in units of \(Q\) are \(8(1.0)/5=1.6\) for inside and \(-8(1.5)/5=-2.4\) for across. The electron model replaces the oxygen displacements by the centre shifts. In μC/cm²:

| Path | Nominal | Electron model |
|---|---:|---:|
| inside | 102.5 | 121.3 |
| across | −153.8 | −135.0 |
| inside minus across | 256.3 | 256.3 |

The last row is \(4Q\) in both columns. For the mixed path the nominal change is \(-25.6\) μC/cm². In the electron model the columns do not interact, so its change is the mean of the two full paths, \((121.3-135.0)/2=-6.9\) μC/cm². Its sign is much less secure than those of the full paths, since a modest change in \(\eta\) or \(\delta\) could reverse it.

Even the label "polarized up" depends on the path. Each path is symmetric about its midpoint, so half of the change occurs on each side. Measured from the inside midpoint, A has nominal polarization \(-51.3\) μC/cm². Measured from the across midpoint, it has \(+76.9\) μC/cm². The structure is the same and the reference differs.

## From the sign of the charge to the sign of the field

Let \(s\) run from 0 at A to 1 at B, and let \(E(s)\) be the energy per cell at zero field. To leading order in a uniform field \(\mathcal E\) along \(z\),
\[
F(s)=E(s)-\Omega\mathcal E\,[P(s)-P(0)] .
\]
Since \(E(1)=E(0)\), the end-to-end change is \(F(1)-F(0)=-\Omega\mathcal E\,\Delta P\). The field favours the path if \(\mathcal E\,\Delta P>0\).

Driving the crystal over the barrier without help from heat or inertia requires \(F'(s)<0\) throughout the climb, or \(\Omega\mathcal E P'(s)>E'(s)>0\). If \(P\) changes monotonically, \(P'\) has the sign of \(\Delta P\), and so must \(\mathcal E\). In the electron model \(\bar x\) follows the oxygen's direction at every computed point, so the condition holds there. In this sense the inside path requires a positive field and the across path a negative one. At finite temperature a hop against a weak field remains possible, but its barrier is higher.

To estimate the threshold, consider one polar oxygen in uniform, cooperative motion. Let the barrier be \(U\sin^2(\pi s)\), the distance \(d\) and the charge magnitude \(q=2e\). The slope is
\[
\frac{d}{ds}U\sin^2(\pi s)=\pi U\sin(2\pi s),
\]
with maximum \(\pi U\). The field supplies \(q|\mathcal E|d\) per unit \(s\), hence
\[
|\mathcal E_c|=\frac{\pi U}{qd}.
\]

In a weak favourable field the saddle at \(s=1/2\) is lowered by \(q|\mathcal E|d/2\), so the barrier is \(U-q|\mathcal E|d/2\) to first order. In the opposite field it is \(U+q|\mathcal E|d/2\). Take \(U=0.40\) eV inside, \(U=0.80\) eV across and \(\mathcal E=+5\) MV/cm, which is \(0.05\) V/Å. The estimates are
\[
0.40-0.05=0.350\ \text{eV},\qquad 0.80+0.075=0.875\ \text{eV}.
\]
Locating the tilted minimum and saddle on a fine grid gives 0.351 and 0.876 eV. The small excess is of second order. A force \(f\) lowers a minimum of curvature \(\kappa\) by \(f^2/(2\kappa)\) and raises a maximum by the corresponding amount, so both shifts increase the barrier.

## Which path wins, and whether it stops

With the same barriers the thresholds are
\[
\mathcal E_{\rm in}=+\frac{\pi(0.40)}{2(1.0)}=+0.628\ \text{V/Å}=+62.8\ \text{MV/cm},
\]
\[
\mathcal E_{\rm ac}=-\frac{\pi(0.80)}{2(1.5)}=-0.838\ \text{V/Å}=-83.8\ \text{MV/cm}.
\]
Integrating overdamped motion at 1.02 times the lower threshold, \(+64.1\) MV/cm, takes the oxygen from 1.75 to 0.75 Å once the field is removed. It does not continue, because the next obstacle in the same direction is the harder passage through a cation plane.

Exchange the barriers, so that inside costs 0.80 eV and across 0.40 eV. The thresholds become \(+125.7\) and \(-41.9\) MV/cm. Now a field of \(-42.7\) MV/cm moves the oxygen from 1.75 to 3.25 Å. Since \(3.25-2.50=0.75\), this is structure B again. The initial and final structures are those of the first case, and the field is opposite.

A field of \(+42.7\) MV/cm then returns B to A by the reverse across path. The structural response to the field is reversed relative to the first case, but each switch still satisfies \(\mathcal E\,\Delta P>0\).

A steady field above the higher threshold behaves differently. After the harder passage the oxygen meets the easier one in the same direction, and the computed motion runs on through successive cells. To stop at B by the harder path, the field must be cut, or lowered below the easier threshold, in time. Sustained motion is ionic conduction, no longer switching between two states.

These thresholds describe uniform switching of a perfect crystal with nominal charges. They lie far above the several MV/cm at which hafnia films typically break down, so with these barriers the field alone could not switch a real film uniformly. Domain walls and defects can provide easier routes, and the values are not predictions of film coercive fields. The barriers were chosen to show both orders and do not establish which path hafnia prefers.

## Where the extra energy goes

The two paths seem to give B two different energies in one field. A finite column of \(N\) cells shows why there is no contradiction. After the across path every oxygen is one period higher than after the inside path. The interiors match, but the lower end has lost an oxygen and the upper end has gained one.

The difference is equivalent to carrying one ion of charge \(-2e\) over the length \(NL\). The dipoles therefore differ by \(-2eNL\), plus a small end term that does not grow with \(N\) in a long column. Each added cell contributes \(-2eL=-5.0\,e\)Å.

This can be obtained from energies alone. For a dipole \(p\), the part of the energy odd in the field is \(-p\mathcal E\) to leading order. I computed the electronic energies of 8- and 12-cell columns on a real-space grid in fields of \(\pm0.2\) MV/cm. Subtracting the dipole changes of the two lengths and dividing by four removes the end contributions. The result per cell is \(+2.366\,e\)Å for inside and \(-2.634\,e\)Å for across, the values given by \(-2e\,\Delta\bar x\).

In a capacitor the corresponding charge passes through the external circuit, and the source supplies the work. The interfaces must also accommodate the displaced oxygens. If they cannot, the across path may be blocked or cost additional energy at the ends, even though its bulk end structure is B.

The answer to the question is therefore yes, under stated conditions: A and B have equal energy at zero field, and the two paths remain insulating, end in the same periodic structure and have followed polarizations that change monotonically, with total changes on opposite sides of zero. The field must also be strong enough to drive the chosen path, which for uniform switching with the barriers used here lies above breakdown. When A and B are mirror images, a field driving the harder path must be lowered below the easier threshold in time to stop at B. The field direction belongs to the path as well as to the pair of structures it joins.
